From Ohmic Plateau to E^(3/2) Growth in Graphene's Ballistic Current

**Definitions and conventions**

An undoped graphene sheet is at zero temperature. At t = 0 a constant in-plane field E is switched on suddenly, along x. Carriers move without scattering, interactions and the field radiated by the current are neglected, and both valleys are described by Dirac cones of velocity v. The charge is taken as +e, so the force is eE. Reversing the charge reverses both force and current per velocity, and leaves j(E) unchanged.

The natural units of time and momentum are

τ = √(ħ/(veE)),  p₀ = √(ħeE/v).

They satisfy eEτ = p₀ and vp₀τ/ħ = 1. Below, T = t/τ, momenta are in units of p₀ and energies in units of vp₀. A mode that starts at (p_x, p_y) has the kinetic momentum P = p_x + T along the field and obeys

i dψ/dT = (P σ_x + p_y σ_y) ψ.

Its instantaneous energies are ±ε, with ε = √(P² + p_y²). The angle φ is defined by cos φ = P/ε and sin φ = p_y/ε. Each mode starts in the lower state, and n is its later occupation of the upper state.

The velocity operator is vσ_x. The lower band alone would give ⟨σ_x⟩ = −cos φ. On the lattice this contribution is the k-derivative of a periodic band energy, so it integrates to zero over the Brillouin zone. A cone with a cutoff lacks this periodicity, and the filled-band value must be subtracted mode by mode. With four spin and valley copies,

j = 4ev ∫ d²p/(2πħ)² (⟨σ_x⟩ + cos φ), with p in ordinary units.

Passing to scaled momenta gives a factor p₀² = ħeE/v, hence

j = (e²E/(π²ħ)) J(T),
J(T) = ∫ d²p (⟨σ_x⟩ + cos φ).

No parameter is left in the mode equation, so J depends on T alone.

**What happens**

The two limits are

T ≪ 1: J → π²/4, j = e²E/(4ħ);
T ≫ 1: J ≈ 2T, j ≈ (2e²/(π²ħ)) √(ve/ħ) E^(3/2) t.

The first is a time-independent ohmic current. In the second, one power of E comes from the prefactor and another half power from T = t√(veE/ħ). The asymptotes meet at T = π²/8 ≈ 1.23. The change is a smooth crossover around τ.

**Two parts of the current**

The current can be split without approximation. In a normalized two-level state,

⟨H⟩ = εn − ε(1 − n) = ε(2n − 1).

The Hamiltonian depends on time through P, so d⟨H⟩/dT = ⟨∂H/∂T⟩ = ⟨σ_x⟩. Since dε/dT = P/ε = cos φ, differentiating the energy gives

⟨σ_x⟩ = (2n − 1) cos φ + 2ε dn/dT,

⟨σ_x⟩ + cos φ = 2n cos φ + 2ε dn/dT.

The first term on the right is the carrier current: an electron in the upper band and a hole in the lower band each contribute n cos φ. The second is the interband polarization current, which comes from coherence between the bands. It supplies the energy 2ε needed for each new pair.

A single mode can have a negative polarization part. For p_x = −1.475, p_y = 0.425 and T = 3, the two parts are 1.120 and −0.259, with sum 0.861. This split was tested against a direct solution of the mode equation.

**Why the early current is constant**

For weak driving, use the band states

|±⟩ = (1, ±e^(iφ))/√2,  ψ = α|−⟩ + β|+⟩.

Because ∂|−⟩/∂φ = (0, −ie^(iφ))/√2, its overlap with |+⟩ is −i/2. Projecting the mode equation on |+⟩, and keeping first order in φ′ = dφ/dT, gives

iβ′ − iα(i/2)φ′ = εβ,

β′ = −iεβ + (i/2)φ′α.

To this order ε ≈ p, α ≈ e^(ipT), and φ′ = −p_y/ε² ≈ −sin φ/p. Writing β = e^(−ipT)b removes the energy term:

b′ = (i/2)φ′ e^(2ipT),

b = (φ′/(4p)) (e^(2ipT) − 1).

The squared modulus of the bracket is 4 sin²(pT), so

n = |b|² = sin²φ sin²(pT)/(4p⁴).

The carrier term 2n cos φ is odd in p_x and cancels in the sum at this order. The polarization term is

2p dn/dT = 2p · sin²φ · 2p sin(pT) cos(pT)/(4p⁴)
= sin²φ sin(2pT)/(2p²).

Now integrate over all modes. The angular integral of sin²φ is π, and ∫₀^∞ sin x dx/x = π/2, therefore

J = π ∫₀^∞ p dp sin(2pT)/(2p²)
= (π/2) ∫₀^∞ sin(2pT) dp/p = π²/4.

The time has disappeared because the cone has no energy scale. At time T the important modes have p ~ 1/T, and their number compensates for the change in their individual response.

Perturbation theory fails at p ≲ T, where the field turns the direction of the momentum by a large angle. This region must be checked. Choose a radius Λ with T ≪ Λ ≪ 1/T. Inside it the state has had no time to evolve, so ⟨σ_x⟩ keeps its initial value −cos φ(0), whose disc integral vanishes. What remains is the integral of cos φ over a disc displaced by T. Seen from the Dirac point, the edge of that disc is at

r(θ) = T cos θ + √(Λ² − T² sin²θ).

The radial integral gives r²/2. In

∫₀^2π dθ cos θ r²/2,

the terms Λ²/2 and (T²/2) cos 2θ integrate to zero against cos θ. The cross term leaves

T ∫₀^2π dθ cos²θ √(Λ² − T² sin²θ) = πTΛ + O(T³/Λ).

The first-order formula gives the same πTΛ, since for pT ≪ 1 its integrand is sin²φ T/p. The failure at small p thus changes the total by O(T³/Λ). Extending Λ to its upper limit, about 1/T, suggests a correction of order T⁴. On the grid used for the table below, the excess over π²/4 is 0.0087 at T = 0.5 and 0.148 at T = 1. That grid is low by about 0.001 for T ≤ 0.5 and by about 0.003 at T = 1. The converged excess is 0.0006 at T = 0.25, 0.0096 at T = 0.5 and 0.151 at T = 1. The factors for a doubling of T are 15.9 and 15.7, close to the expected 16, and J ≈ π²/4 + 0.154 T⁴ for T ≲ 0.7.

**Why the late current grows**

A mode that started at −T < p_x < 0 has passed P = 0, where its gap is smallest and equal to 2|p_y|. The probability that it ends in the upper band follows from the mode equation. Let |R⟩ and |L⟩ be the eigenstates (1, ±1)/√2 of σ_x, and let ψ = u|R⟩ + w|L⟩. Since σ_y|L⟩ = i|R⟩ and σ_y|R⟩ = −i|L⟩, and since d/dT = d/dP along the path,

iu′ = Pu + ip_y w,
iw′ = −Pw − ip_y u.

The first equation gives p_y w = u′ + iPu, the second w′ = iPw − p_y u. Differentiating the first and substituting both,

iu″ = u + Pu′ + ip_y w′
= u + Pu′ − P(u′ + iPu) − ip_y² u,

u″ + (P² + p_y² + i)u = 0.

At large |P| try u = e^(−iP²/2) P^ν. Then

u″/u = (−iP + ν/P)² − i − ν/P²
= −P² − 2iν − i + O(1/P²).

The equation requires 2iν = p_y², so ν = −ip_y²/2. The second solution behaves as e^(+iP²/2) P^(−1 + ip_y²/2) and vanishes at both real ends.

At P → −∞ the lower state is |R⟩, so the motion starts in the first solution with |u| = 1. Continue it from P = −R to P = +R on a large arc in the upper half-plane, P = Re^(iθ) with θ falling from π to 0. There |e^(−iP²/2)| = exp(½R² sin 2θ). In the first quarter-turn this solution is the smaller of the two and is present alone. In the second it is the larger one. It may acquire an admixture of the other solution there, but that admixture vanishes in u at the real end. The coefficient of the first solution is therefore unchanged along this arc.

At θ = π the factor P^ν has modulus |e^(iπν)| = e^(πp_y²/2), while at θ = 0 its modulus is 1. Hence |u(+∞)| = e^(−πp_y²/2). At P → +∞ the state |R⟩ is the upper one, and

n = exp(−πp_y²), or in ordinary units exp(−πvp_y²/(ħeE)).

This is the Landau–Zener probability. The propagated modes reproduce it with a largest deviation of 1.7 × 10⁻⁵ for |p_y| < 1.5.

The crossed strip has length T, and its effective width is

∫ dp_y exp(−πp_y²) = 1.

The number of pairs, measured by ∫ n d²p, therefore grows as T. Long after crossing, cos φ → 1 and each pair contributes 2 to J, so the carrier current grows as 2T. It grows because pairs accumulate. The velocity component of each crossed carrier along the field is already close to v.

The cause can be checked by sorting modes according to |p_y|. Modes with |p_y| < b should supply a slope

2 ∫₋b^b dp_y exp(−πp_y²) = 2 erf(√π b).

Between T = 6 and T = 12, modes below 0.5 supply 1.580, those from 0.5 to 1 supply 0.395, and those above 1 supply 0.025. The formula gives 1.580, 0.396 and 0.024. About 99 per cent of the growth thus comes from |p_y| < p₀, as the Landau–Zener law requires.

**How the crossover proceeds**

The mode integration gives these values of J. The totals are low by about 0.003 at T = 1 and by 0.004 to 0.006 between T = 2 and T = 6, so the last digit is uncertain by one unit:

T = 0.25: polarization 2.34, carriers 0.13, total 2.47
T = 0.5: polarization 1.99, carriers 0.49, total 2.48
T = 1: polarization 1.02, carriers 1.60, total 2.62
T = 2: polarization 0.52, carriers 3.72, total 4.24
T = 6: polarization 0.64, carriers 11.71, total 12.35
T = 12: polarization 0.64, carriers 23.71, total 24.35

The carrier part overtakes the polarization part at T ≈ 0.87, while the total is still close to its plateau. The early carriers come from the region p ~ T, where the sudden turn of the momentum leaves part of the old state in the new upper band. The area of that region scales as T², and so does its carrier current: dividing 0.1285 and 0.487 by T² gives 2.06 and 1.95. The displaced-disc calculation shows why the total does not follow. It contains no T² term, so the polarization must fall by the same amount.

Equality of the two parts is therefore not yet the onset of E^(3/2) growth. That growth needs completed Landau–Zener crossings, and a mode with |p_y| ≲ 1 needs a time of order τ to complete one. Between T = 1 and T = 2 the total rises from 6 per cent above the plateau to 72 per cent above it.

The polarization current does not disappear. It settles near 0.64, because new pairs continue to be created and each requires energy. If n jumped to its final value at P = 0, where a pair costs 2|p_y|, the polarization part would be

∫ dp_y 2|p_y| exp(−πp_y²) = 2/π ≈ 0.637.

This gives the size of the late value, but the close agreement is partly accidental, since n changes over a finite interval. For small |p_y| the state stays unchanged during the crossing, so n = (1 + cos φ)/2, and ∫ 2ε dn = ∫ dP p_y²/ε² = π|p_y| instead of 2|p_y|. At larger |p_y| the state no longer stays unchanged during the crossing, and n also falls somewhat after its maximum. Both effects lower the integral, which for |p_y| near 0.7 is already below the jump estimate. The deviations at small and large |p_y| therefore largely cancel in the sum.

The remaining offset, J − 2T ≈ 0.35 at T = 12, has a simple reading in terms of energy. At late times the distribution in P has a steady crossing region near P = 0, a filled strip, and a front at P ≈ T made of modes that started near the Dirac point. If sudden switching leaves δ extra pairs at the front, the pair energy is

W = constant + ∫₀^T 2P dP + 2Tδ,

up to terms that grow more slowly than T. Integrating the energy balance over modes gives J = dW/dT, so J ≈ 2T + 2δ and δ ≈ 0.17. This offset should depend on how the field is switched on. The slope 2 comes from completed crossings and does not.

**How large it is**

Take v = 10⁶ m/s and E = 10⁵ V/m. Then

τ = √(ħ/(veE)) = 81.1 fs,
p₀/ħ = 0.01233 nm⁻¹,
e²E/(π²ħ) = 2.466 A/m.

The plateau current is 2.466 × 2.467 = 6.09 A/m. The two parts are equal at 0.866 × 81.1 = 70 fs, and the asymptotes meet at 1.234 × 81.1 = 100 fs. At T = 12, or 974 fs, the current is

j = 2.466 × 24.35 = 60.0 A/m,

nearly ten times the plateau. The pure law 2T gives 59.2 A/m, which is 1.4 per cent below the mode integral.

At fixed time T ∝ √E, so the local field exponent is

d ln j/d ln E = 1 + ½ d ln J/d ln T.

Over the interval from T = 6 to 12 it is 1.49. The constant offset keeps it slightly below 3/2.

The scaling and the filled-band subtraction were also tested on a full honeycomb band, where nothing is subtracted. At two forces differing by a factor of 2.56, the lattice values of J at T = 3 and T = 5 agree with the cone to within 0.6 per cent. The complete values are in the numerical output.

**What to do about it**

*Choose the field from the available ballistic time.* If scattering acts after a time τ_s, the growth needs τ ≪ τ_s, or

E ≫ ħ/(veτ_s²).

Because τ ∝ E^(−1/2), a time τ of 1 ps corresponds to 10⁵ × (0.0811)² ≈ 660 V/m at the same velocity. This sets the scale that must be well exceeded when τ_s = 1 ps. The condition is necessary but not sufficient, because τ_s need not be independent of the field. The Coulomb coupling e²/(4πε₀ħv) is 2.2 in vacuum and still of order 0.5 to 1 with screening, so carrier-carrier scattering at the energy vp₀ has a time scale proportional to τ and is not outrun by raising E. In the example, a pair at the front has about 195 meV at T = 12, the scale of the optical phonons, and the flight length vt is about 1 µm, which the sample must exceed. At the other end, t must be long compared with ħ divided by the bandwidth and short compared with the time to cross the Brillouin zone. Outside this window the cone is insufficient.

*Do not add the two asymptotic currents.* At T = 2 their sum would be 2.47 + 4 = 6.47, against a computed 4.24. The polarization has already fallen from its plateau value. Taking the larger asymptote is better: at T = 1, 2 and 3 it is about 6 per cent below the computed current. The shortfall is larger near T = 1.23, where the asymptotes meet, because J is already rising there while the larger asymptote is still the plateau. To identify pair creation, plot j/E against t√E for several fields. The curves should coincide, and the late slope is a cleaner measure than the ratio j/t, which contains the offset.

*Control the doping.* Suppose the upper band is initially filled up to p_F. A mode with both states occupied carries no net ⟨σ_x⟩, because σ_x has zero trace. Doping therefore removes the contribution of the disc p < p_F:

ΔJ = −∫_(p<p_F) d²p ⟨σ_x⟩,  |ΔJ| ≤ πp_F².

For hole doping the same modes are empty, and the result is the same. The bound equals the plateau value π²/4 at p_F = √π/2 ≈ 0.89. Since the carrier density is (p_F/ħ)²/π, p_F = p₀ in the example means

(0.01233 nm⁻¹)²/π ≈ 4.8 × 10⁻⁵ nm⁻²,

or about 5 × 10⁹ cm⁻². Staying well below this density is sufficient to protect the plateau. The late growth is more robust, because ΔJ is bounded while 2T is not.

*Control the temperature.* At zero chemical potential a mode is weighted by 1 − 2f, with f = 1/(e^(p/θ) + 1) and θ = k_BT_el/(vp₀), where T_el is the electron temperature. The change is again bounded:

|ΔJ| ≤ ∫ d²p 2f = 4πθ² ∫₀^∞ x dx/(e^x + 1)
= 4πθ² · π²/12 = π³θ²/3.

This equals π²/4 at θ ≈ 0.49. In the example vp₀ = ħ/τ ≈ 8.1 meV, so the thermal energy should be well below 4 meV if the plateau is to be protected by this bound. At room temperature, roughly 26 meV, the bound gives no protection, and the thermal carriers have to be calculated.

*Check the radiated field.* A uniform free-standing sheet carrying j radiates to both sides and produces an opposing field μ₀cj/2, with μ₀c/2 ≈ 188 Ω. For the plateau this is about 1 per cent of E. At 60 A/m it is about 1.1 × 10⁴ V/m, or 11 per cent. Because the pair rate scales as E^(3/2), a rough estimate puts the constant-field value about 7 per cent too high already at T = 12. At such currents the field in the mode equation should be determined together with the current, since a constant E overestimates the growth.

Computed results

```
velocity v = 1.0e+06 m/s
field E = 1.0e+05 V/m
tau = 81.13 fs
p0/hbar = 0.01233 1/nm
current unit e^2 E/(pi^2 hbar) = 2.4663 A/m
e^2/(4 hbar) = 60.853 microsiemens
plateau current e^2 E/(4 hbar) = 6.0853 A/m
plateau value pi^2/4 = 2.4674
T, t (fs), J total, J polarization, J carriers, j (A/m):
 0.25     20.3   2.4672   2.3387   0.1285    6.085
 0.50     40.6   2.4761   1.9892   0.4870    6.107
 1.00     81.1   2.6154   1.0191   1.5964    6.450
 2.00    162.3   4.2410   0.5208   3.7202   10.460
 3.00    243.4   6.3552   0.6396   5.7156   15.674
 4.00    324.5   8.3510   0.6386   7.7123   20.596
 5.00    405.7  10.3519   0.6404   9.7115   25.531
 6.00    486.8  12.3498   0.6395  11.7103   30.458
 8.00    649.0  16.3486   0.6405  15.7081   40.321
12.00    973.6  24.3455   0.6403  23.7052   60.043
asymptotes meet at T = 1.2337, t = 100.1 fs
carrier = polarization at T = 0.866, t = 70.3 fs
slope dJ/dT between T = 6 and 12: 1.9993 (law: 2)
pair-number slope, same interval: 1.0001 (law: 1)
offset J - 2T at T = 12: 0.3455
field exponent at fixed t, T = 6 to 12: 1.4896
pure law 2T at T = 12: j = 59.191 A/m
growth by band of |py|/p0: low, high, slope, Landau-Zener:
  0.0    0.5   1.5797   1.5798
  0.5    1.0   0.3945   0.3958
  1.0  100.0   0.0250   0.0244
largest Landau-Zener deviation, |py| < 1.5 p0: 1.7e-05
one mode: px = -1.475, py = 0.425 (p0), T = 3.0
  occupation n = 0.58141
  current <sigma_x> + cos phi = 0.86116
  carrier part = 1.12014, polarization part = -0.25898
honeycomb: force (hopping/bond length), T, J lattice, J Dirac:
 0.001990  3.0   6.3564   6.3552
 0.001990  5.0  10.3448  10.3519
 0.005095  3.0   6.3378   6.3552
 0.005095  5.0  10.2948  10.3519
```
